# Resonance Raman Profile of a Fundamental from the Absorption Band

**Q.** You claim that an absorption band fixes how strongly a vibrational fundamental scatters as the laser is tuned. But absorption and scattering are different processes. Why should one determine the other?

**A.** Both start from the same driven excited-state wave function. Take one electronic state $e$ near resonance, with Born–Oppenheimer separation, and a molecule initially in its vibrational ground state $|0\rangle$, whose energy is set to zero. Let $\hbar h$ be the vibrational Hamiltonian of state $e$, including its electronic energy, so that $h$ is an angular frequency. The electronic transition dipole $\boldsymbol\mu$ is real, has a fixed direction and does not depend on the nuclear coordinates (Condon approximation).

The field is $E_0\cos\omega t$, and $\mu_E$ is the component of $\boldsymbol\mu$ along it. Near resonance I keep the part $\tfrac12E_0e^{-i\omega t}$; the other part gives the antiresonant term, which is neglected. The excited amplitude decays at a rate $\gamma$, the same for all vibronic levels:

$$i\hbar\,\partial_t\psi_e=\hbar(h-i\gamma)\psi_e-\tfrac12\mu_EE_0e^{-i\omega t}|0\rangle .$$

Insert $\psi_e=e^{-i\omega t}\chi$. The left side becomes $\hbar\omega\chi$, hence

$$\chi=\frac{\mu_EE_0}{2\hbar}\,G(\omega)|0\rangle,\qquad G(\omega)=\frac{1}{h-\omega-i\gamma}.$$

Absorption is the loss of population from $\chi$, at rate $2\gamma\langle\chi|\chi\rangle$. Scattering is the dipole radiation between $\chi$ and a final vibrational state. Here $\gamma$ stands for population loss; pure dephasing is not treated.

**Q.** Start with absorption. Which part of $G$ does it measure?

**A.** Since $h$ is Hermitian, $\mathrm{Im}\,G=\gamma/[(h-\omega)^2+\gamma^2]=\gamma G^\dagger G$, where $\mathrm{Im}\,G$ means $(G-G^\dagger)/2i$. With $\Phi(\omega)=\langle0|G(\omega)|0\rangle$, the absorption rate is

$$2\gamma\,\frac{\mu_E^2E_0^2}{4\hbar^2}\langle0|G^\dagger G|0\rangle=\frac{\mu_E^2E_0^2}{2\hbar^2}\,\mathrm{Im}\,\Phi .$$

Divide by the photon flux $\tfrac12\epsilon_0cE_0^2/\hbar\omega$ and average over orientations, $\mu_E^2\to\mu^2/3$:

$$\sigma_A(\omega)=C\,\omega\,\mathrm{Im}\,\Phi(\omega),\qquad C=\frac{\mu^2}{3\epsilon_0\hbar c}.$$

So $\sigma_A/\omega$, not $\sigma_A$, is proportional to $\mathrm{Im}\,\Phi$.

**Q.** And the Raman cross-section? I want its prefactor too.

**A.** Let the mode's ground-state quantum be $\Omega$, and let $|1\rangle$ have one quantum in it. The transition moment from $\chi$ to $|1\rangle$ has magnitude $M=\mu\mu_EE_0|\langle1|G|0\rangle|/2\hbar$ and oscillates at $\omega_s=\omega-\Omega$. It radiates like a classical dipole of amplitude $2M$, with power $\omega_s^4(2M)^2/12\pi\epsilon_0c^3$. Dividing by $\hbar\omega_s$ gives photons per second, and dividing by the photon flux gives a cross-section:

$$\frac{\omega_s^3}{12\pi\epsilon_0\hbar c^3}\,\frac{\mu^2\mu_E^2E_0^2}{\hbar^2}|\langle1|G|0\rangle|^2\cdot\frac{2\hbar\omega}{\epsilon_0cE_0^2}.$$

The orientational average again replaces $\mu_E^2$ by $\mu^2/3$, so

$$\sigma_R(\omega)=\frac{\omega\,\omega_s^3\mu^4}{18\pi\epsilon_0^2\hbar^2c^4}\,|\langle1|G(\omega)|0\rangle|^2 .$$

This counts photons in all directions and polarizations, for a molecule in vacuum. Local-field and refractive-index corrections are left out.

**Q.** Here is my main objection. Absorption involves $\langle0|G|0\rangle$, scattering involves $\langle1|G|0\rangle$. These are different matrix elements, with different Franck–Condon factors for every level.

**A.** In general they are independent. They become related if the excited state merely displaces the observed mode. Let $a$ lower that mode in the ground state and let $q=(a+a^\dagger)/\sqrt2$. Suppose

$$h=\Omega a^\dagger a+\Omega\Delta q+h'=\Omega b^\dagger b+h_{\rm rest},\qquad b=a+\delta,\quad\delta=\frac{\Delta}{\sqrt2}.$$

Multiplying out, $\Omega b^\dagger b=\Omega a^\dagger a+\Omega\delta(a+a^\dagger)+\Omega\delta^2$; the linear term is $\Omega\Delta q$, and the constant is compensated in $h_{\rm rest}$. The excited-state minimum lies at $q=-\Delta$, at unchanged frequency. The operator $h_{\rm rest}$ acts on the other modes alone and commutes with $b$.

From $[b,b^\dagger]=1$ we have $b\,b^\dagger b=(b^\dagger b+1)b$, and therefore $bh=(h+\Omega)b$. With $z=\omega+i\gamma$,

$$b(h-z)=(h+\Omega-z)b .$$

Multiply by $(h+\Omega-z)^{-1}$ from the left and by $(h-z)^{-1}$ from the right:

$$G(\omega-\Omega)\,b=b\,G(\omega).$$

The common $\gamma$ enters here: with it, the shift changes the real part of $z$ alone. A decay rate that varied with the excited-state level of the observed mode would spoil this step.

Now use $\langle1|=\langle0|a$ and $a=b-\delta$:

$$\langle1|G(\omega)|0\rangle=\langle0|bG(\omega)|0\rangle-\delta\Phi(\omega)=\langle0|G(\omega-\Omega)(a+\delta)|0\rangle-\delta\Phi(\omega).$$

Because $a|0\rangle=0$,

$$\langle1|G(\omega)|0\rangle=\delta\,[\Phi(\omega-\Omega)-\Phi(\omega)].$$

No expansion in $\Delta$ was made. The other modes may be displaced, change frequency, be anharmonic or mix among themselves, provided that the observed mode is separable from them in both states.

**Q.** What does the subtraction mean physically?

**A.** Write $G(\omega)=i\int_0^\infty e^{i(\omega+i\gamma-h)t}dt$. The identity then reads

$$\langle1|G|0\rangle=i\delta\int_0^\infty e^{i\omega t-\gamma t}\,(e^{-i\Omega t}-1)\,\langle0|e^{-iht}|0\rangle\,dt .$$

At $t=0$ the factor in parentheses vanishes, because the wave packet is still $|0\rangle$ and has no overlap with $|1\rangle$. The overlap grows as the packet begins to move along the mode.

**Q.** You still need the complex $\Phi$, and absorption supplies its imaginary part. Where does the real part come from?

**A.** From analyticity. Inserting the eigenstates $|n\rangle$ of $h$,

$$\Phi(\omega)=\sum_n\frac{|\langle n|0\rangle|^2}{\omega_n-\omega-i\gamma},$$

whose poles $\omega=\omega_n-i\gamma$ all lie in the lower half-plane. Integrate $\Phi(x)/(x-\omega)$ along the real axis, passing above $x=\omega$ on a small semicircle, and close the path in the upper half-plane. No pole is enclosed, and the large arc vanishes because $\Phi$ falls as $1/|x|$. The small semicircle runs clockwise and contributes $-i\pi\Phi(\omega)$, so

$$\mathrm P\!\!\int_{-\infty}^{\infty}\frac{\Phi(x)}{x-\omega}dx=i\pi\Phi(\omega).$$

The imaginary part of this equation is the Kramers–Kronig relation

$$\mathrm{Re}\,\Phi(\omega)=\frac1\pi\,\mathrm P\!\!\int\frac{\mathrm{Im}\,\Phi(x)}{x-\omega}dx .$$

The integral formally includes negative frequencies, where there are no data. For one Lorentzian centred at $\omega_0$, the omitted piece at $\omega=\omega_0$ has size $\gamma/2\pi\omega_0^2$. Relative to the peak value $1/\gamma$ this is $\gamma^2/2\pi\omega_0^2$, about $10^{-5}$ for a half-width of 150 cm⁻¹ at 20000 cm⁻¹.

**Q.** Then put the pieces together. Does the unknown transition dipole survive?

**A.** It cancels. Define, from absorption data alone,

$$K(\omega)=\mathrm P\!\!\int\frac{\sigma_A(x)}{x}\frac{dx}{x-\omega}+i\pi\frac{\sigma_A(\omega)}{\omega}.$$

Since $\sigma_A/\omega=C\,\mathrm{Im}\,\Phi$, this equals $\pi C(\mathrm{Re}\,\Phi+i\,\mathrm{Im}\,\Phi)=\pi C\Phi$, so $\Phi=3\epsilon_0\hbar cK/\pi\mu^2$. With the Huang–Rhys factor $S=\delta^2=\Delta^2/2$,

$$\sigma_R=\frac{\omega\omega_s^3\mu^4}{18\pi\epsilon_0^2\hbar^2c^4}\,S\,\frac{9\epsilon_0^2\hbar^2c^2}{\pi^2\mu^4}|K(\omega)-K(\omega-\Omega)|^2=\frac{S\omega\omega_s^3}{2\pi^3c^2}|K(\omega)-K(\omega-\Omega)|^2 .$$

For wavenumbers put $\omega=2\pi c\nu$ and $\Omega=2\pi c\nu_1$. The frequency factors give $(2\pi c)^4$. In $K$, $dx/x$ is unchanged and $1/(x-\omega)$ gives $1/2\pi c$, so $|K|^2$ gives $(2\pi c)^{-2}$. The net factor is $4\pi^2c^2/2\pi^3c^2=2/\pi$:

$$\boxed{\sigma_R(\nu)=\frac2\pi\,S\,\nu(\nu-\nu_1)^3\,|K(\nu)-K(\nu-\nu_1)|^2}$$

where $K$ is now built with wavenumbers. The profile's shape contains no free parameter, and its absolute size yields $|\Delta|$. The sign of $\Delta$ is lost in the square.

**Q.** List what was assumed.

**A.** These conditions are sufficient; I do not claim that agreement is impossible without them.

1. Born–Oppenheimer separation and one resonant electronic state, with a fixed dipole direction.
2. The Condon approximation.
3. A harmonic observed mode with equal frequency in both states, not mixed with other modes.
4. The vibrational ground state as initial state, a weak field and randomly oriented molecules.
5. Broadening by population loss alone, with one $\gamma$ for all vibronic levels: no pure dephasing and no inhomogeneous spread.
6. A complete, isolated absorption band, no antiresonant term, and no medium corrections.

**Q.** What should the profile look like in simple cases?

**A.** Take first a weakly displaced mode and no other vibronic structure, so that $\Phi\approx1/(\nu_0-\nu-i\gamma)$ to leading order, with $\gamma$ now in wavenumbers. Put $y=\nu_0+\nu_1/2-\nu$. Then

$$|\Phi(\nu)-\Phi(\nu-\nu_1)|^2=\frac{\nu_1^2}{[(y-\nu_1/2)^2+\gamma^2]\,[(y+\nu_1/2)^2+\gamma^2]} .$$

With $s=y^2+\nu_1^2/4+\gamma^2$ the denominator is $(s-y\nu_1)(s+y\nu_1)=s^2-y^2\nu_1^2$. Its derivative with respect to $y^2$ is $2s-\nu_1^2$, which vanishes at $y^2=\nu_1^2/4-\gamma^2$. For $\gamma<\nu_1/2$ this expression thus has two equal maxima. In $\sigma_R$ the factor $\nu(\nu-\nu_1)^3$ raises the one at higher $\nu$, and it leaves only one maximum already somewhat below $\gamma=\nu_1/2$ (above about $0.78\,\nu_1/2$ for $\nu_0=20000$ and $\nu_1=1500$ cm⁻¹). For narrow lines they lie near $\nu_0$ (resonance with the incident photon) and $\nu_0+\nu_1$ (resonance with the scattered photon). For larger $\gamma$ they merge into one.

In the second case the band is so broad that $K$ is nearly linear over one quantum. Then $K(\nu)-K(\nu-\nu_1)\approx\nu_1K'(\nu)$, and

$$\sigma_R\approx\frac2\pi\,S\nu_1^2\,\nu(\nu-\nu_1)^3\,|K'(\nu)|^2 .$$

Here $S\nu_1^2=(\nu_1\Delta)^2/2$ contains the mode through the slope $\nu_1\Delta$ of the excited potential at the starting geometry.

**Q.** Show me numbers, with a second mode that is not a simple displaced oscillator.

**A.** Take a model with origin 20000 cm⁻¹, half-width 150 cm⁻¹ and $\mu=2\,ea_0$. Read as population loss, this width means an excited-state lifetime of 18 fs; in real samples a width of this size usually includes dephasing and inhomogeneous spread, which assumption 5 excludes. Mode 1 has $\nu_1=1500$ cm⁻¹ and $\Delta=0.8$, so $S=0.32$. Mode 2 changes from 500 to 450 cm⁻¹ on excitation. For this mode $\Delta=1.2$ denotes the coefficient in the linear term $500\,\Delta\,q_2$ (in cm⁻¹), with $q_2$ the ground-state coordinate. The quadratic part of the excited potential is $\tfrac12(450^2/500)q_2^2=\tfrac12(405)q_2^2$, so the minimum lies at $q_2=-600/405=-1.48$, not at $-1.2$. I diagonalize the excited-state Hamiltonian in products of ground-state oscillator functions. The eigenstates give the absorption band and, by a direct sum over states, the Raman profile. The transform receives only the absorption, on a 10 cm⁻¹ grid, with the principal value evaluated by quadrature.

At $\nu=20000$ cm⁻¹, $\sigma_A=1.326\times10^{-16}$ cm². In units of $10^{-21}$ cm³,

$$K(20000)=9.489+20.825i,\qquad K(18500)=4.987+0.384i .$$

The difference is $4.502+20.441i$, with modulus 20.93. Hence

$$\sigma_R=\frac2\pi(0.32)(20000)(18500)^3(2.093\times10^{-20})^2=1.13\times10^{-23}\ \text{cm}^2 .$$

The direct sum gives the same value. Further points are:

| $\nu$ / cm⁻¹ | $\sigma_A$ / $10^{-17}$ cm² | $\sigma_R$, direct / $10^{-23}$ cm² | $\sigma_R$, transform / $10^{-23}$ cm² |
|---|---|---|---|
| 20500 | 13.82 | 1.607 | 1.607 |
| 21500 | 6.44 | 1.236 | 1.236 |
| 23000 | 1.57 | 0.245 | 0.245 |

Between 17000 and 26000 cm⁻¹ the largest difference is about $3\times10^{-6}$ of the profile's maximum. A least-squares fit of $S$ returns $|\Delta|=0.800$.

From 20500 to 21500 cm⁻¹ absorption falls to 47% but scattering only to 77%. At 21500 cm⁻¹ the shifted term is $K(20000)$, with imaginary part $20.8\times10^{-21}$ cm³, whereas the unshifted term has $\pi\sigma_A/\nu=9.4\times10^{-21}$ cm³. The scattered photon is then at the origin of the band.

**Q.** Could I skip the Kramers–Kronig integral, or use an incomplete band?

**A.** Keeping only the imaginary parts of $K$ gives an error of up to 86% of the profile's maximum. Cutting the absorption to 17000–27000 cm⁻¹, which here contains 98% of the band, costs at most 0.06% for $\nu$ above 19000 cm⁻¹. Near $\nu=18500$ cm⁻¹, where $\nu-\nu_1$ meets the cut edge, the principal value diverges logarithmically, and the error there depends on the grid (0.09% on the 10 cm⁻¹ grid). The neglected antiresonant amplitude is $4\times10^{-4}$ of the resonant one at the Raman maximum.

**Q.** And if I apply the formula to mode 2?

**A.** It fails, since a frequency change adds terms quadratic in $q$ to $h$, and $bh=(h+\Omega)b$ no longer holds. With $S=\Delta^2/2$ taken from the linear coefficient $\Delta=1.2$, the error reaches 26% of the maximum. The least-squares fit gives $|\Delta|=1.27$, which is neither the linear coefficient 1.20 nor the displacement 1.48 of the minimum, and the shape is then wrong by up to 33%. The largest error may grow on fitting because the fit minimizes the sum of squares. If mode 2 keeps 500 cm⁻¹ in both states, the error drops below $10^{-6}$.

**Q.** How badly do the other assumptions fail, and would a fitted $S$ hide it?

**A.** I break one at a time. Errors are the largest deviations relative to the direct profile's maximum.

| Change | Error, true $S$ | Error, fitted $S$ | Fitted / true $S$ |
|---|---|---|---|
| Modes 1 and 2 mixed | 21% | 15% | 0.94 |
| Non-Condon dipole | 39% | 41% | 0.96 |
| Inhomogeneous spread | 64% | 23% | 2.25 |
| Second electronic state | 67% | 53% | 1.43 |
| Temperature 300 K | 19% | 3% | 1.22 |

The mixing term is 200 cm⁻¹ times $q_1q_2$. In that row the true $S$ means the value from the linear term, $\Delta=0.8$; the mixing itself moves the minimum along $q_1$ from $-0.80$ to $-0.64$. The next three rows use mode 1 alone, and the last uses one 500 cm⁻¹ mode with $\Delta=1.2$ and no frequency change.

*Dipole.* Here $\mu(q)=\mu(1+mq)$ with $m=0.1$. To leading order in $m$ and $\Delta$ this adds $(m/\sqrt2)[\Phi(\nu)+\Phi(\nu-\nu_1)]$ to the amplitude. The coefficients of $\Phi(\nu-\nu_1)$ and $\Phi(\nu)$ become $(\Delta+m)/\sqrt2$ and $-(\Delta-m)/\sqrt2$, so the two terms no longer have equal weight. No common factor $S$ can repair that. This form shows the mechanism but is quantitative only for small $\Delta$. At $\Delta=0.08$, $m=0.01$ it reproduces the profile to 0.3%. At $\Delta=0.8$ the omitted terms of order $m\Delta^2$ matter, and it deviates from the exact profile by 40% of the maximum, so it does not by itself give the numbers in the table.

*Inhomogeneous spread.* The origins have a Gaussian distribution with standard deviation 400 cm⁻¹. Let $D=\Phi(\nu)-\Phi(\nu-\nu_1)$ for one molecule. Scattering averages $|D|^2$, but the averaged absorption supplies $\langle D\rangle$, and

$$\langle|D|^2\rangle-|\langle D\rangle|^2=\langle|D-\langle D\rangle|^2\rangle\ge0 .$$

The transform therefore never overestimates the scattering in this case, and the fitted $S$ is not too small. Here $|\Delta|$ comes out too large by a factor $\sqrt{2.25}=1.5$.

*Second state.* It lies 3000 cm⁻¹ higher, with an equal parallel dipole and $\Delta=-0.8$. The amplitudes of the two states carry opposite signs of $\delta$, while the summed absorption cannot show this.

*Temperature.* For an initial level $|n\rangle$, $a|n\rangle=\sqrt n\,|n-1\rangle$ no longer vanishes, which leaves an extra term in the identity. Moreover, intensities rather than amplitudes add over the initial levels.

For small $\Delta$ the amplitude from $|n\rangle$ to $|n+1\rangle$ carries a factor $\sqrt{n+1}$, so the scattering is multiplied by $\bar n+1$, with $\bar n$ the mean thermal occupation. Here $\bar n+1=1.10$, and the fitted ratio tends to this value as $\Delta\to0$.

The thermal row is the deceptive one: the fitted shape is good to 3%, yet $S$ is 22% too large, and still 11% too large after division by $\bar n+1$. In this model a good fit of the profile's shape does not by itself establish the displacement.

All numerical values are calculated from the stated model.
